# Neutral dangling bonds with negative correlation energy at charge balance: test program

```python
"""
Neutral share of a dangling bond with correlation energy U at charge balance.

Result under test:  f0 = 1 / (1 + exp(-U / (2 k T)))
Charge states: D+ (0 electrons), D0 (1 electron, two spins), D- (2 electrons).
U = E(+) + E(-) - 2 E(0), relaxed energies; charge balance: as many D+ as D-.
level = E(0) - E(+); mu = Fermi level; all energies in eV, T in kelvin.
"""
from itertools import product

import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.optimize import brentq
from scipy.special import gammaln

K_B = k_joule / e_charge          # eV per kelvin
U = -0.4
T = 300.0
LEVEL = 2.0                       # arbitrary reference; must drop out
DENSITY = 1.0e19                  # defects per cubic centimetre
kT = K_B * T


def neutral_formula(u, temperature, delta=0.0):
    """Derived neutral share; delta is mu minus its balance value."""
    t = K_B * temperature
    return 1.0 / (1.0 + np.exp(-u / (2 * t)) * np.cosh(delta / t))


# Fock space of one orbital with two spins, built from annihilation operators
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_down = np.kron(np.diag([1.0, -1.0]), lower)
n_up = c_up.T @ c_up
n_down = c_down.T @ c_down
n_total = n_up + n_down


def fock_shares(mu, u, temperature, level=LEVEL):
    """Shares of D+, D0, D- from the diagonalized grand-canonical operator."""
    h = level * n_total + u * n_up @ n_down - mu * n_total
    energies, vectors = np.linalg.eigh(h)
    weights = np.exp(-(energies - energies.min()) / (K_B * temperature))
    rho = (vectors * weights) @ vectors.T
    probabilities = np.diag(rho) / np.trace(rho)
    electrons = np.rint(np.diag(n_total)).astype(int)
    return np.array([probabilities[electrons == n].sum() for n in range(3)])


def balance_mu(shares_of_mu):
    """Fermi level at which D+ and D- are equally many."""
    def net_charge(mu):
        s = shares_of_mu(mu)
        return s[0] - s[2]
    return brentq(net_charge, LEVEL - 1.1, LEVEL + 1.3, xtol=1e-14)


# Balance point and neutral share, several U and T
for u_test, t_test in [(U, T), (U, 400.0), (0.0, T), (0.4, T), (-0.1, 500.0)]:
    mu_found = balance_mu(lambda m: fock_shares(m, u_test, t_test))
    assert abs(mu_found - (LEVEL + u_test / 2)) < 1e-9
    share = fock_shares(mu_found, u_test, t_test)[1]
    assert abs(share / neutral_formula(u_test, t_test) - 1) < 1e-8

mu_star = balance_mu(lambda m: fock_shares(m, U, T))
plus, neutral, minus = fock_shares(mu_star, U, T)
assert 0.035 < 100 * neutral < 0.045     # rounds to 0.04 percent

# Away from balance: formula, mass action, falling charge, maximum at balance
deltas = np.linspace(-0.3, 0.3, 121)
scan = np.array([fock_shares(mu_star + d, U, T) for d in deltas])
assert np.allclose(scan[:, 1], neutral_formula(U, T, deltas), rtol=1e-8, atol=0)
mass_action = scan[:, 1] ** 2 / (scan[:, 0] * scan[:, 2])
assert np.allclose(mass_action, 4 * np.exp(U / kT), rtol=1e-8, atol=0)
assert np.all(np.diff(scan[:, 0] - scan[:, 2]) < 0)
assert np.argmax(scan[:, 1]) == len(deltas) // 2


# Closed set of defects with one electron per defect: no Fermi level at all
def closed_neutral_share(number, u):
    pairs = np.arange(number // 2 + 1)
    singles = number - 2 * pairs
    log_w = (gammaln(number + 1) - 2 * gammaln(pairs + 1)
             - gammaln(singles + 1) + singles * np.log(2) - u * pairs / kT)
    w = np.exp(log_w - log_w.max())
    return (w * singles).sum() / w.sum() / number


def listed_neutral_share(number, u):
    """Same average from an explicit list of all microstates."""
    total = weighted = 0.0
    for state in product(("empty", "up", "down", "pair"), repeat=number):
        doubles = state.count("pair")
        if doubles != state.count("empty"):
            continue
        w = np.exp(-u * doubles / kT)
        total += w
        weighted += w * (state.count("up") + state.count("down"))
    return weighted / total / number


assert abs(closed_neutral_share(6, -0.05) - listed_neutral_share(6, -0.05)) < 1e-10
N_CLOSED = 200000
closed_share = closed_neutral_share(N_CLOSED, U)
# finite-size correction is of relative order 1/N_CLOSED
assert abs(closed_share / neutral_formula(U, T) - 1) < 1e-4

# Lattice coordinate x: repulsive electrons, negative U after relaxation
U_BARE, W = 0.6, 0.5
x = np.linspace(-6, 6, 6001)


def lattice_energy(n):
    return LEVEL * n + U_BARE * (n == 2) + W * x**2 - 2 * W * x * (n - 1)


def lattice_shares(mu):
    exponents = [-(lattice_energy(n) - mu * n) / kT for n in range(3)]
    top = max(ex.max() for ex in exponents)
    w = np.array([g * np.exp(ex - top).sum()
                  for g, ex in zip((1, 2, 1), exponents)])
    return w / w.sum()


minima = [lattice_energy(n).min() for n in range(3)]
u_relaxed = minima[0] + minima[2] - 2 * minima[1]
assert abs(u_relaxed - (U_BARE - 2 * W)) < 1e-10
lattice_neutral = lattice_shares(balance_mu(lattice_shares))[1]
assert abs(lattice_neutral / neutral_formula(u_relaxed, T) - 1) < 1e-7

# Gaussian spread of levels at common U, overall charge balance
SPREAD = 0.1
offsets = np.linspace(-6 * SPREAD, 6 * SPREAD, 241)
gauss = np.exp(-offsets**2 / (2 * SPREAD**2))
gauss /= gauss.sum()
spread_shares = gauss @ np.array(
    [fock_shares(mu_star, U, T, LEVEL + s) for s in offsets])
assert abs(spread_shares[0] - spread_shares[2]) < 1e-8
assert spread_shares[1] < neutral

# Two common mistakes, for comparison
no_spin = np.exp(U / (2 * kT)) / (2 + np.exp(U / (2 * kT)))
full_u = np.exp(U / kT)

SHIFT = 0.1
shifted = fock_shares(mu_star + SHIFT, U, T)
hot = fock_shares(balance_mu(lambda m: fock_shares(m, U, 400.0)), U, 400.0)[1]
zero_u = fock_shares(LEVEL, 0.0, T)[1]
positive_u = fock_shares(LEVEL + 0.2, 0.4, T)[1]

print(f"correlation energy U = {U:.1f} eV")
print(f"temperature T = {T:.0f} K")
print(f"thermal energy kT = {kT:.6f} eV")
print(f"exponent U/(2kT) = {U / (2 * kT):.4f}")
print(f"exp(U/(2kT)) = {np.exp(U / (2 * kT)):.4e}")
print(f"exp(-U/(2kT)) = {np.exp(-U / (2 * kT)):.1f}")
print(f"balance Fermi level minus level = {mu_star - LEVEL:.4f} eV")
print(f"neutral share, formula = {neutral_formula(U, T):.4e}")
print(f"neutral share, Fock space = {neutral:.4e}")
print(f"neutral share in percent = {100 * neutral:.4f} %")
print(f"D+ share = {100 * plus:.3f} %")
print(f"D- share = {100 * minus:.3f} %")
print(f"mass-action ratio f0^2/(f+ f-) = {neutral**2 / (plus * minus):.4e}")
print(f"chosen defect density = {DENSITY:.1e} cm^-3")
print(f"neutral defect density = {DENSITY * neutral:.3e} cm^-3")
print(f"closed set: number of defects = {N_CLOSED}")
print(f"closed set: neutral share = {closed_share:.4e}")
print(f"lattice model: bare repulsion = {U_BARE:.1f} eV")
print(f"lattice model: relaxation energy W = {W:.1f} eV")
print(f"lattice model: relaxed U = {u_relaxed:.4f} eV")
print(f"lattice model: neutral share = {lattice_neutral:.4e}")
print(f"neutral share at U = 0 = {100 * zero_u:.3f} %")
print(f"neutral share at U = +0.4 eV = {100 * positive_u:.3f} %")
print(f"neutral share at 400 K, U = -0.4 eV = {100 * hot:.3f} %")
print(f"Fermi level shift from balance = {SHIFT:.1f} eV")
print(f"neutral share after shift = {100 * shifted[1]:.5f} %")
print(f"D- share after shift = {100 * shifted[2]:.3f} %")
print(f"Gaussian level spread (std. dev.) = {SPREAD:.1f} eV")
print(f"neutral share with spread = {100 * spread_shares[1]:.5f} %")
print(f"mistake, spin weight left out = {100 * no_spin:.4f} %")
print(f"mistake, exp(U/kT) as share = {100 * full_u:.3e} %")
print("all assertions hold")
```

Running it gives:

```
correlation energy U = -0.4 eV
temperature T = 300 K
thermal energy kT = 0.025852 eV
exponent U/(2kT) = -7.7363
exp(U/(2kT)) = 4.3666e-04
exp(-U/(2kT)) = 2290.1
balance Fermi level minus level = -0.2000 eV
neutral share, formula = 4.3647e-04
neutral share, Fock space = 4.3647e-04
neutral share in percent = 0.0436 %
D+ share = 49.978 %
D- share = 49.978 %
mass-action ratio f0^2/(f+ f-) = 7.6270e-07
chosen defect density = 1.0e+19 cm^-3
neutral defect density = 4.365e+15 cm^-3
closed set: number of defects = 200000
closed set: neutral share = 4.3647e-04
lattice model: bare repulsion = 0.6 eV
lattice model: relaxation energy W = 0.5 eV
lattice model: relaxed U = -0.4000 eV
lattice model: neutral share = 4.3647e-04
neutral share at U = 0 = 50.000 %
neutral share at U = +0.4 eV = 99.956 %
neutral share at 400 K, U = -0.4 eV = 0.301 %
Fermi level shift from balance = 0.1 eV
neutral share after shift = 0.00182 %
D- share after shift = 99.955 %
Gaussian level spread (std. dev.) = 0.1 eV
neutral share with spread = 0.01316 %
mistake, spin weight left out = 0.0218 %
mistake, exp(U/kT) as share = 1.907e-05 %
all assertions hold
```
